\section*{Why a Standing-Wave Node Suppresses Absorption in Thin Mirror Contamination}

\section*{Question}

A mirror reflects 70 percent of the light that falls on it and carries a very thin absorbing contaminant. Why can the contaminant absorb more than a hundred times less light when a node of the standing wave lies at the mirror surface than when an antinode lies there, although 30 percent of the power is not reflected? How thin must the contaminant be, and what else must hold?

\section*{Mechanism: amplitudes subtract before they are squared}

A non-magnetic film absorbs in proportion to the square of the electric field inside it. In front of the mirror this field is the sum of an incident and a reflected wave. A reflectance $R=0.70$ is a ratio of powers; the ratio of amplitudes is $\rho=\sqrt R=0.837$. Where the two waves are in opposition, the remaining amplitude is $1-0.837=0.163$ of the incident one, and its square is only 0.027. Where they are in phase, the amplitude is 1.837 and its square is 3.37.

Without interference the intensities would add to $1+R=1.70$. The antinode exceeds this value by a factor of about 2, whereas the node lies below it by a factor of about 64. Most of the contrast therefore comes from the depth of the node. The energy density of the wave does not vanish there, because the magnetic field is largest where the electric field is smallest, but a non-magnetic film does not absorb from the magnetic field directly.

\section*{Formula for a very thin film}

Take monochromatic light at normal incidence, with time factor $e^{-i\omega t}$, vacuum wavelength $\lambda$ and $k=\omega/c=2\pi/\lambda$. The $z$ axis points into the mirror. Let $E=E_x$ and $H=cB_y$, so that both have the same unit. The film is uniform and isotropic, with thickness $d$ and relative permittivity $\varepsilon=\varepsilon_1+i\varepsilon_2$, where $\varepsilon_2>0$ means absorption. Faraday's law, $\partial_zE_x=i\omega B_y$, and Ampère's law, $-\partial_zB_y=-i\omega\varepsilon E_x/c^2$, become
\begin{equation}
\frac{dE}{dz}=ikH,\qquad \frac{dH}{dz}=ik\varepsilon E .
\label{maxwell}
\end{equation}
The energy flux along $z$ is proportional to $\mathrm{Re}(EH^*)$. Its derivative is
\begin{align}
\frac{d}{dz}\mathrm{Re}(EH^*)
&=\mathrm{Re}\left(ik|H|^2-ik\varepsilon^*|E|^2\right)\nonumber\\
&=-k\varepsilon_2|E|^2 .
\end{align}
The first term is imaginary and drops out. In the second, $-i\varepsilon^*=-i\varepsilon_1-\varepsilon_2$, whose real part is $-\varepsilon_2$. An incident wave of unit amplitude has unit flux in these units, so the fraction of incident power absorbed in the film is
\begin{equation}
A=k\varepsilon_2\int_{\rm film}|E|^2\,dz .
\label{absorption}
\end{equation}

Let the clean mirror have amplitude reflection coefficient $r=\rho e^{i\phi}$ at its surface. The incident wave has $E=H=1$ there. The reflected wave travels the other way, so it has $E=r$ and $H=-r$. The total fields are
\begin{equation}
E_m=1+r,\qquad H_m=1-r .
\label{surface}
\end{equation}
Adding a film does not change the mirror below it, and hence not the ratio $H_m/E_m$. As $d\to0$ the incident amplitude that belongs to these fields also stays equal to one. Tangential $E$ is continuous, so the field in the film tends to $1+r$, and
\begin{equation}
A\simeq kd\,\varepsilon_2|1+r|^2 .
\label{thin}
\end{equation}
An antinode at the surface means $\phi=0$, and a node means $\phi=\pi$. For the same film and the same $R$, the ratio of the two absorptances tends to
\begin{equation}
Q_0=\left(\frac{1+\rho}{1-\rho}\right)^2 .
\label{q0}
\end{equation}
The permittivity has cancelled: in this limit the contrast belongs to the mirror alone.

Since $1-R=(1-\rho)(1+\rho)$, the same result reads $Q_0=(1+\rho)^4/(1-R)^2$. It tends to 1 for a mirror that reflects nothing and grows as $16/(1-R)^2$ as $R$ approaches one. A contrast of at least 100 requires
\begin{equation}
\frac{1+\rho}{1-\rho}\ge10
\;\Rightarrow\; 11\rho\ge9
\;\Rightarrow\; R\ge\left(\frac{9}{11}\right)^2=0.669 .
\end{equation}
A reflectance of 0.70 is only a little above this threshold. At $R=0.65$ the limiting contrast is already down to 87.

\section*{How thin is very thin?}

The electric field is small only near the node. Let $s$ be the height above the mirror surface. Since $s$ increases as $z$ decreases, equations (\ref{maxwell}) give $dE/ds=-ikH$ and $d^2E/ds^2=-k^2\varepsilon E$. To second order in $ks$,
\begin{equation}
E(s)=E_m-iksH_m-\tfrac12\varepsilon k^2s^2E_m .
\label{height}
\end{equation}
At a node $E_m=1-\rho$ is small and $H_m=1+\rho$ is large. The first two terms differ in phase by a quarter cycle, so their squares add. The third term changes the square by $-\varepsilon_1k^2s^2E_m^2$, which is smaller than the term $k^2s^2H_m^2$ by the factor $\varepsilon_1/Q_0$ and is dropped when $|\varepsilon|$ is near one. The mean over the film is
\begin{align}
\overline{|E|^2}
&\simeq\frac1d\int_0^d\left[(1-\rho)^2+k^2s^2(1+\rho)^2\right]ds\nonumber\\
&=(1-\rho)^2+\frac{(kd)^2}{3}(1+\rho)^2 .
\end{align}
At the antinode the mean is $(1+\rho)^2$, apart from a relative change of order $(kd)^2$. Division gives, for a thin and weakly absorbing film,
\begin{equation}
\frac1Q\simeq\frac1{Q_0}+\frac{(kd)^2}{3} .
\label{thickness}
\end{equation}
Weak absorption matters because the film also alters the incident amplitude that belongs to given fields at the mirror. At the top of the film this amplitude is
\begin{equation}
\frac{E+H}{2}\simeq1-\frac{ikd}{2}\left(H_m+\varepsilon E_m\right),
\end{equation}
and its square is $1+kd\varepsilon_2(1+r)$ to first order for real $r$. To this order the two placements differ in this factor by $2\rho kd\varepsilon_2$, which is 0.3 percent for the 0.3 nm carbon film considered below. For that film the second-order contribution, about $-2\rho(1-\varepsilon_1)(kd)^2$, is almost as large and has the opposite sign, so the actual difference is less than 0.1 percent.

Equation (\ref{thickness}) shows two separate limits. The first term is the incomplete cancellation at the node, and the second is the rise of the field away from it. Even if $R$ approached one, the contrast would approach $3/(kd)^2$ and not grow without bound.

\section*{The number for an extreme-ultraviolet mirror}

Take $\lambda=13.5$ nm, so that $k=0.4654\ \mathrm{nm}^{-1}$, and a carbon film with the rough typical refractive index $0.960+0.0070i$. Its square is $\varepsilon=0.9216+0.01344i$. With $R=0.70$,
\begin{equation}
Q_0=\frac{3.3733}{0.02668}=126.4 .
\end{equation}
The greatest thickness that keeps a contrast of 100 follows from (\ref{thickness}):
\begin{align}
d&=\frac1k\sqrt{3\left(\frac1{100}-\frac1{126.4}\right)}\nonumber\\
&=\frac{0.0792}{0.4654\ \mathrm{nm}^{-1}}=0.170\ \mathrm{nm},
\end{align}
or about $\lambda/80$. The full solution of Maxwell's equations in the film also gives 0.170 nm. This is less than the thickness of one atomic layer, roughly 0.3 nm. For a film of 0.3 nm,
\begin{equation}
\frac1Q=0.00791+\frac{(0.1396)^2}{3}=0.0144,
\end{equation}
so $Q\simeq69$. The full solution gives absorptances of $9.06\times10^{-5}$ at the node and $6.28\times10^{-3}$ at the antinode, with the same ratio. At 1 nm the contrast is only 12. At this wavelength and reflectance, the hundredfold statement is thus a limiting statement about the optical field, and with the node at the mirror surface even a single continuous layer of carbon falls short of it.

The node may instead be placed at the middle of the film. The mean of $s^2$ measured from the node is then $d^2/12$ instead of $d^2/3$, and the permitted thickness roughly doubles: the estimate gives 0.34 nm, and the full solution with the best reflection phase gives 0.33 nm. This estimate treats the film as nearly transparent with index near one, and it requires the node to be set for a known thickness.

\section*{How precisely must the node be placed?}

Let the reflection phase be $\pi+\delta$. The intensity at the surface becomes
\begin{align}
|1-\rho e^{i\delta}|^2
&=1+\rho^2-2\rho\cos\delta\nonumber\\
&=(1-\rho)^2+2\rho(1-\cos\delta).
\label{phase}
\end{align}
With the antinode reference held at $(1+\rho)^2$, a contrast of 100 allows an intensity of 0.03373. Hence $1-\cos\delta=(0.03373-0.02668)/1.673=0.0042$, and $\delta=5.3^\circ$. If the reflecting structure is displaced by $h$ from its ideal position, the light travels an additional $2h$, so $\delta=2kh$. The permitted displacement is 0.099 nm, for a film of vanishing thickness.

In a multilayer mirror, the thickness of the top layer can set this phase. Consider sharp molybdenum and silicon layers on a silicon substrate, with rough typical indices $0.924+0.0064i$ and $0.999+0.0018i$. Twenty-nine pairs with a period of 6.917 nm, 40 percent of it molybdenum, give a reflectance of 0.699 when a silicon cap of 4.080 nm places a node at the surface. A cap of 7.459 nm places an antinode there. The difference, 3.379 nm, is a quarter of the wavelength in silicon: the additional round trip is half a wavelength and reverses the sign of $r$.

The thicker cap lowers the reflectance to 0.692. Absorption over the additional round trip explains the approximate size of this drop. It multiplies the power by $\exp(-4k\times0.0018\times3.379\ \mathrm{nm})=0.989$, which would give 0.691. The calculated contrast is 125 for 0.001 nm of carbon and 69 for 0.3 nm, so the simple mirror model describes this stack well at one wavelength and normal incidence.

\section*{Where the suppression is lost}

\paragraph{Bandwidth.} The reflection phase of a multilayer depends on wavelength. With the node cap held fixed, the phase error is about $25^\circ$ at 13.365 nm and $-27^\circ$ at 13.635 nm. Averaging absorption uniformly over this 2 percent band, with fixed refractive indices, reduces the thin-film contrast to 39. The size of the drop follows from (\ref{phase}). If $\delta$ varies linearly between $\pm26^\circ$, or $\pm0.454$ rad, its mean square is 0.069. The term $2\rho(1-\cos\delta)\simeq\rho\delta^2$ then adds 0.057 to 0.027, and $3.37/0.084$ is about 40. For 0.3 nm of carbon the band average gives 31. These band values depend on holding the indices fixed; a rough allowance for the dispersion of molybdenum and silicon across the band lowers them to about 33--37 and 27--30.

\paragraph{Angle and polarization.} At incidence angle $\theta$, an s-polarized field is wholly tangential, and the thin-film ratio remains $Q_0$ if $R$ and the phase are held fixed. In p-polarization there is also a normal field. The fields vary along the surface as $e^{ikx\sin\theta}$, so the normal component of Ampère's law gives $ik\sin\theta\,H=-ik\varepsilon E_z$, or $E_z=-\sin\theta\,H/\varepsilon$. This component is largest where $H$ is largest, at the node of the tangential field. With $r$ defined for that tangential field, $E_x=\cos\theta(1+r)$ and $H=1-r$. The incident flux normal to the surface is reduced by $\cos\theta$, and therefore
\begin{equation}
A_p=\frac{kd\varepsilon_2}{\cos\theta}
\left[\cos^2\theta\,|1+r|^2+\frac{\sin^2\theta}{|\varepsilon|^2}|1-r|^2\right].
\end{equation}
Inserting $r=-\rho$ and $r=\rho$, and dividing both brackets by $\cos^2\theta(1+\rho)^2$, gives
\begin{equation}
\frac1{Q_p}=\frac{1/Q_0+g}{1+g/Q_0},\qquad
g=\frac{\tan^2\theta}{|\varepsilon|^2}.
\end{equation}
At $6^\circ$, $g=0.0130$ and $Q_p=48$; unpolarized light gives 70. In p-polarization the contrast falls to 100 at only $2.4^\circ$. These values hold the reflectance and the reflection phase fixed. In the multilayer above, designed for normal incidence, the phase also changes with angle, by about $-15^\circ$ at $6^\circ$ incidence. This lowers the thin-film contrast at $6^\circ$ to about 38 in s-polarization, 24 in p-polarization and 30 for unpolarized light, unless the layers are redesigned for that angle.

\paragraph{Electrons from the mirror.} Contamination can also grow through electrons released below the surface, and these sample a depth over which the standing wave changes. For a thick cap with index near one, the intensity at depth $u$ is $1+R\pm2\rho\cos(2ku)$, with the plus sign for a surface antinode. Let the escape probability fall as $e^{-u/L}$. The weighted mean of the cosine is
\begin{equation}
\mathrm{Re}\int_0^\infty e^{-u/L+2iku}\frac{du}{L}
=\mathrm{Re}\frac1{1-2ikL}=\frac1{1+(2kL)^2}.
\end{equation}
For a rough escape depth $L=1$ nm this is 0.536. The weighted intensities are $1.70\mp1.673\times0.536$, or 0.80 for the node and 2.60 for the antinode. Their ratio is 3.2. It depends strongly on the rough escape depth: the same formula gives about 9.5 for $L=0.5$ nm and 1.6 for $L=2$ nm. The model also ignores the stronger absorption in the molybdenum below a cap only 4 nm thick, which lowers the ratio at $L=1$ nm to about 3.0. In this model, a hundredfold reduction of direct absorption in the contaminant does not imply a hundredfold reduction of an electron-driven growth rate.

\section*{Reading the result for real optics}

Extreme-ultraviolet lithography uses molybdenum--silicon mirrors near 13.5 nm, with reflectances of roughly 65 to 70 percent, so the assumed reflectance is at the favourable end. The 29 pairs are fewer than the roughly 40 or more usual in such mirrors; they were chosen because sharp interfaces without roughness or interdiffusion then give about 70 percent. Real caps may oxidize or be made of another material, such as ruthenium, which requires a new calculation of the cap thickness. A film of finite thickness, a band of wavelengths and oblique incidence each break an assumption behind the limiting contrast. In the stack above, 0.3 nm of carbon and the 2 percent band together lower the contrast from 125 to 31, still at normal incidence. The numerical output below gives the separate cases.

\section*{Computed values}
\begin{verbatim}
Wavelength: 13.5 nm; k = 0.4654 1/nm
Mirror reflectance: 0.70; amplitude: 0.8367
Carbon index (rough): 0.960 + 0.0070 i
Carbon permittivity: 0.9216 + 0.01344 i
Node intensity / incident: 0.02668
Antinode intensity / incident: 3.3733
Thin-film contrast Q0: 126.4
Least reflectance for contrast 100: 0.6694
Q0 at reflectance 0.65: 86.9
Film 0.1 nm: node absorptance 1.820e-05, antinode 2.107e-03
Film 0.1 nm: contrast 115.8, thickness law 115.9
Film 0.3 nm: node absorptance 9.062e-05, antinode 6.279e-03
Film 0.3 nm: contrast 69.3, thickness law 69.4
Film 1.0 nm: node absorptance 1.597e-03, antinode 1.979e-02
Film 1.0 nm: contrast 12.4, thickness law 12.5
Thickness for contrast 100: full 0.170 nm, law 0.170 nm
That thickness / wavelength: 0.01257
Phase error for contrast 100: 5.26 degrees
Node displacement for contrast 100: 0.099 nm
At 6 degrees, thin film: s contrast 126.4
Same angle: p contrast 47.8, unpolarized 69.6
Angle for p contrast 100: 2.41 degrees
Electron escape depth (rough): 1.0 nm
Escape-weighted intensity: node 0.803, antinode 2.597
Escape-weighted intensity contrast: 3.23
Mo index (rough): 0.924 + 0.0064 i
Si index (rough): 0.999 + 0.0018 i
Mo/Si stack: 29 pairs, period 6.917 nm, Mo fraction 0.40
Si cap: node 4.080 nm, antinode 7.459 nm
Stack reflectance: node 0.6991, antinode 0.6917
Stack contrast, 0.001 nm carbon: 124.9
Stack contrast, 0.3 nm carbon: 68.7
Wavelength band: 13.365 to 13.635 nm
Node phase error at band edges: 25.0, -27.1 degrees
Band contrast, 0.001 nm carbon: 39.0
Band contrast, 0.3 nm carbon: 31.2
\end{verbatim}
